\section*{Anderson-Pulay density mixing and its relation to GMRES and multisecant Broyden, part 2}

The self-consistency problem is to find the density $x^*\in\mathbb R^n$ with $f(x^*)=0$, $f=\rho_{\rm out}-\rho_{\rm in}$, in Rydberg units. In the linear case $f(x)=b-Ax$ with $A$ nonsingular. The metric $W$ defines $\langle u,v\rangle=u^\top Wv$ and $\|u\|^2=\langle u,u\rangle$; $P$ is the preconditioner and $\beta_k\neq0$ a step factor, one unless stated.

Anderson-Pulay mixing takes $f_i=f(x_i)$, $B_{ij}=\langle f_i,f_j\rangle$ and the $\alpha_i$ with $\sum_{i=0}^k\alpha_i=1$ that minimise $\|\bar f_k\|$, where $\bar f_k=\sum_i\alpha_if_i$, $\bar x_k=\sum_i\alpha_ix_i$ and $x_{k+1}=\bar x_k+\beta_kP\bar f_k$. With $\gamma_j=\sum_{i\le j}\alpha_i$, and $\delta x_j=x_{j+1}-x_j$ and likewise $\delta f_j$ as columns of $\Delta X$ and $\Delta F$ (last line: linear $f$),
\begin{gather}
\begin{pmatrix}B&\mathbf 1\\ \mathbf 1^\top&0\end{pmatrix}\begin{pmatrix}\alpha\\ \eta\end{pmatrix}=\begin{pmatrix}0\\1\end{pmatrix}.\label{border}\\
\gamma=(\Delta F^\top W\Delta F)^{-1}\Delta F^\top Wf_k,\quad \bar x_k=x_k-\Delta X\gamma,\quad \bar f_k=f_k-\Delta F\gamma.\label{gam}\\
\bar f_k=\sum_i\alpha_i(b-Ax_i)=b-A\sum_i\alpha_ix_i=f(\bar x_k).\label{aff}
\end{gather}

GMRES minimises $\|b-Ax\|$ over $x_0+\mathcal K_k$, $\mathcal K_k=\operatorname{span}\{Pf_0,\dots,(PA)^{k-1}Pf_0\}$, at $x_k^G=x_0+\psi_k(PA)Pf_0$, with $r_k=b-Ax_k^G$, $p_k(t)=1-t\,\psi_k(t)$ and $c_k$ the coefficient of $t^{k-1}$ in $\psi_k$.

(A) For linear $f$, if $\|r_0\|>\dots>\|r_{k-1}\|>0$, $\Delta F$ has full column rank and, for $1\le j<k$,
\begin{gather}
\bar x_k=x_k^G,\qquad x_{k+1}=x_k^G+\beta_kPr_k,\qquad f_{k+1}=(I-\beta_kAP)\,r_k .\label{thmA}\\
x_{j+1}-x_0=\big[\psi_j+\beta_jp_j\big](PA)\,Pf_0=-\beta_jc_j\,(PA)^jPf_0+(\text{element of }\mathcal K_j).\label{new}
\end{gather}

(B) If first $r_k=r_{k-1}\neq0$ (stagnation), $\bar x_m=x_k^G$ for all $m\ge k$.

With $r=r_{k-1}$, $C=W^{1/2}APW^{-1/2}$, $\lambda$ the smallest eigenvalue of $(C+C^\top)/2$ and $\sigma$ the largest singular value of $C$,
\begin{gather}
\|r_k\|^2\le\|r\|^2-\frac{\langle r,APr\rangle^2}{\|APr\|^2},\label{one}\\
\|r_k\|\le\sqrt{1-\lambda^2/\sigma^2}\;\|r_{k-1}\| ,\label{elman}
\end{gather}
with equality in (\ref{one}) for $k=1$; (\ref{elman}) needs $\lambda>0$.

(C) For any $f$ with $\Delta F$ of full column rank, multisecant Broyden II gives the same $x_k$:
\begin{equation}
G_k=-P+(\Delta X+P\Delta F)(\Delta F^\top W\Delta F)^{-1}\Delta F^\top W .\label{Gk}
\end{equation}
\begin{align}
x_k-G_kf_k&=x_k+Pf_k-(\Delta X+P\Delta F)\gamma\nonumber\\
&=(x_k-\Delta X\gamma)+P(f_k-\Delta F\gamma)=\bar x_k+P\bar f_k .\label{thmC}
\end{align}
Also $G_k=G'$, $y$ being the part of $\delta f_{k-1}$ orthogonal to earlier $\delta f_j$ (plain Broyden II takes $y=\delta f_{k-1}$), and for linear $f$, $\Pi_k$ projecting orthogonally on the range of $\Delta F$, (\ref{proj}) holds:
\begin{gather}
G'=G_{k-1}+(\delta x_{k-1}-G_{k-1}\delta f_{k-1})\,\frac{y^\top W}{y^\top W\delta f_{k-1}} .\label{rec}\\
G_k=-P+(P-A^{-1})\Pi_k=-A^{-1}\Pi_k-P(I-\Pi_k).\label{proj}
\end{gather}

The $4\times4$ case has $P=W=I$, $x_0=0$, $b=e_1$, $A=\begin{pmatrix}1&1&0&1\\1&1&1&0\\0&1&1&1\\0&0&1&1\end{pmatrix}$, $r_1=r_2=(\tfrac12,-\tfrac12,0,0)$ and $x_2=(1,-\tfrac12,0,0)$.

Opening numbers (linear, $P=0.3\,I$): $\|f_1\|/\|f_0\|=20.534$, $\|\bar f_1\|/\|f_0\|=7.16\times10^{-3}$.

\section{The nonlinear map}

Statement (C) is exact for the true self-consistency map. Statement (A) is not, because (\ref{aff}) fails. For $f(x^*+\xi)=-A\xi+\tfrac12H[\xi,\xi]+\dots$, with $H$ the second derivative and $\xi_i=x_i-x^*$,
\begin{equation}
f(\bar x_k)-\bar f_k=\tfrac12H[\bar\xi,\bar\xi]-\tfrac12\sum_i\alpha_iH[\xi_i,\xi_i]+\dots
\label{quad}
\end{equation}
To find the order of the deviation, start from $x_0=x^*+sd$ and use scaled variables $\xi/s$. The scaled residual $f/s$ is the linear one plus $O(s)$, and $\gamma$ in (\ref{gam}) is unchanged by a common scaling of all $f_i$. Each step is a smooth function of the data as long as the scaled Gram matrix is nonsingular at $s=0$, which (A) guarantees. For fixed $k$, therefore, $\bar x_k-x_k^G=O(s^2)$, or $O(s)$ relative to $\|x_0-x^*\|$. The constant contains the inverse Gram matrix, so the argument gives no bound uniform in $k$.

\section{Worked example}

\subsection{Model and dielectric matrix}

Rydberg units are used ($\hbar=1$, $m=\tfrac12$, $e^2=2$). The positive background is $\rho_+(z)=\rho_0[1+0.5\cos(2\pi z/L)]$ with $r_s=3$ bohr and $L=60$ bohr, so $\rho_0=0.008842$ bohr$^{-3}$ and $k_F=0.63972$ bohr$^{-1}$. Exchange and correlation are Slater plus VWN LDA, the Fermi smearing is $T=0.02$ Ry, and only $k_z=0$ is kept. The orbitals $\varphi_l(z)$ use 41 plane waves (cutoff $4.39$ Ry) on a 96-point grid. The density is $\rho_0+\sum_jx_je_j(z)$ with $e_j=\sqrt{2/L}\cos g_jz$, $g_j=2\pi j/L$, $j=1,\dots,40$; the map preserves parity, so cosine components suffice, and $x_j$ is in bohr$^{-5/2}$. In-plane motion is free, so subband $l$ holds, per unit area and with spin,
\begin{equation}
N_l=2\!\int\!\frac{d^2k}{(2\pi)^2}\,n_F(\epsilon_l+k^2)=\frac1{2\pi}\int_0^\infty\!dE\,n_F(\epsilon_l+E)=\frac{T}{2\pi}\ln\!\big[1+e^{(\mu-\epsilon_l)/T}\big],
\end{equation}
where $d^2k=\pi\,dE$ for $E=k^2$, and $N_l'=\partial N_l/\partial\epsilon_l=-n_F(\epsilon_l)/2\pi$. The output density is $\sum_lN_l\varphi_l^2$ with $\sum_lN_l=\rho_0L$.

A potential change with matrix elements $V_{lm}$ changes the orbitals by $\delta\varphi_l=\sum_{m\ne l}\varphi_mV_{lm}/(\epsilon_l-\epsilon_m)$ and the occupations by $N_l'(V_{ll}-\delta\mu)$. In $\sum_l2N_l\varphi_l\delta\varphi_l$, averaging each term with the one obtained by exchanging $l$ and $m$ turns $2N_l$ into $N_l-N_m$:
\begin{equation}
\delta\rho=\sum_{l\ne m}\frac{N_l-N_m}{\epsilon_l-\epsilon_m}\varphi_l\varphi_mV_{lm}+\sum_lN_l'(V_{ll}-\delta\mu)\varphi_l^2,\qquad \delta\mu=\frac{\sum_lN_l'V_{ll}}{\sum_lN_l'} .
\end{equation}
The value of $\delta\mu$ keeps the electron number fixed, and for degenerate levels the quotient is replaced by the derivative. This defines $\chi_0$. Integrating $\delta\rho$ against a second potential $V'$ and using $\sum_lN'_l(V_{ll}-\delta\mu)=0$ gives $\sum_{l\neq m}(\cdots)V_{lm}V'_{lm}+\sum_lN_l'(V_{ll}-\delta\mu)(V'_{ll}-\delta\mu')$, which is symmetric. For $V'=V$ it is non-positive, because $N$ decreases with $\epsilon$. An input change $\delta x$ produces the potential $(v+f_{xc})\delta x$ with $v_j=8\pi/g_j^2$, so $\delta f=\chi_0(v+f_{xc})\delta x-\delta x$ and
\begin{equation}
A=I-\chi_0(v+f_{xc}).
\end{equation}
It agrees with central differences of the full map to $5.2\times10^{-10}$ relative to the norm of each column.

The metric is $W=v$, so $\|f\|^2$ is twice the electrostatic energy per area of the residual charge, in Ry/bohr$^2$. If $f_{xc}$ is dropped and $P=\beta I$, then $C/\beta=v^{1/2}(I-\chi_0v)v^{-1/2}=I-v^{1/2}\chi_0v^{1/2}$ is symmetric with spectrum at or above one, and stagnation is excluded analytically. The finite-difference Jacobian with frozen exchange-correlation potential has smallest eigenvalue $1.00000$ in this form. With $f_{xc}$ or a Kerker $P$, $C$ is not symmetric and $\lambda$ has to be computed.

At self-consistency $\mu=-0.0837$ Ry relative to the average electrostatic potential, the density runs from $0.004445$ to $0.013236$ bohr$^{-3}$, and the first harmonic is $0.024069$ against $0.024215$ bohr$^{-5/2}$ for the background. The eigenvalues of $A$, which acts on the cosine components only, are real and lie between $0.9284$ and $71.784$. The sine block is not part of $A$; its top eigenvalue is somewhat larger, about $74$, so the stability limit given below is that of even densities, and the limit for an unrestricted density is slightly lower. A uniform Thomas-Fermi gas has $\chi_0=-k_F/2\pi^2$, hence $1+k_{TF}^2/g^2$ with $k_{TF}^2=4k_F/\pi$; at $g_1=0.10472$ bohr$^{-1}$ this is $1+(0.90251/0.10472)^2=75.3$, about $5\%$ above the computed eigenvalue. Simple mixing multiplies an eigencomponent by $1-\beta\lambda_A$, which has modulus below one for all eigenvalues only if $\beta<2/71.784=0.02786$; on the linearised map, runs at $0.95$ and $1.05$ times this value converge and diverge. The digits quoted belong to the $k_z=0$ model. They do not change with 61 plane waves, but a converged $k_z$ mesh (8 or 16 points) moves the top eigenvalue to $71.72$, the limit to $0.02789$ and $\mu$ to $-0.0841$ Ry, and changes the residuals tabulated below by amounts from a few per cent to about $20\%$.

\subsection{Linear runs}

The linear problem has $b=Ax^*$ and starts from $x_0=\rho_+$. The Kerker preconditioner is $P_j=\beta g_j^2/(g_j^2+q_0^2)$ with $\beta=0.8$ and $q_0=0.9$ bohr$^{-1}$. After one step $B_{00}=0.2510226$, $B_{01}=0.05664167$ and $B_{11}=0.01308650$ Ry/bohr$^2$. Minimising $\|(1-\alpha_1)f_0+\alpha_1f_1\|^2=B_{00}-2\alpha_1(B_{00}-B_{01})+\alpha_1^2(B_{00}-2B_{01}+B_{11})$ gives
\begin{align}
\alpha_1&=\frac{B_{00}-B_{01}}{B_{00}-2B_{01}+B_{11}}=\frac{0.1943809}{0.1508258}=1.28878,\\
\|\bar f_1\|^2&=\frac{B_{00}B_{11}-B_{01}^2}{B_{00}-2B_{01}+B_{11}}=\frac{7.6728\times10^{-5}}{0.1508258}=5.0872\times10^{-4},
\end{align}
the second line being $B_{00}-(B_{00}-B_{01})^2/(B_{00}-2B_{01}+B_{11})$ over a common denominator. Thus $\alpha_0=-0.28878$, $\|\bar f_1\|/\|f_0\|=\sqrt{5.0872\times10^{-4}/0.2510226}=0.04502$, the GMRES value below, and $\|f_1\|/\|f_0\|=\sqrt{0.01308650/0.2510226}=0.2283$. As an estimate of the last number, treat $f_0$ as the top eigenvector and as a pure first harmonic: $P_1=0.8\times0.010966/0.820966=0.010686$ and $1-0.010686\times71.784=0.233$. At $k=2$, $\alpha=(0.086140,-0.421949,1.335809)$, which corresponds to $\gamma=(0.086140,-0.335809)$.

Norms relative to $\|f_0\|$ are, for Kerker,
\[
\begin{array}{rccc}
k&\text{GMRES }r_k&\text{Anderson }f_k&\text{plain Broyden }f_k\\
1&4.50\times10^{-2}&2.28\times10^{-1}&2.28\times10^{-1}\\
2&2.79\times10^{-3}&1.32\times10^{-2}&1.32\times10^{-2}\\
3&2.11\times10^{-4}&8.71\times10^{-4}&3.36\times10^{-3}\\
5&1.88\times10^{-6}&7.28\times10^{-6}&7.71\times10^{-5}\\
10&1.10\times10^{-11}&8.36\times10^{-11}&2.00\times10^{-8}
\end{array}
\]
and for $P=0.3\,I$,
\[
\begin{array}{rccc}
k&\text{GMRES }r_k&\text{Anderson }f_k&\text{plain Broyden }f_k\\
1&7.16\times10^{-3}&2.05\times10^{1}&2.05\times10^{1}\\
2&4.06\times10^{-4}&3.23\times10^{-2}&3.23\times10^{-2}\\
3&8.26\times10^{-5}&5.46\times10^{-4}&1.47\times10^{-1}\\
5&1.57\times10^{-6}&2.43\times10^{-6}&1.22\times10^{-3}\\
10&2.46\times10^{-11}&1.59\times10^{-10}&8.03\times10^{-9}
\end{array}
\]
The bordered Pulay solve, Arnoldi GMRES and the explicit matrix (\ref{Gk}) are coded separately in 80-digit arithmetic. Over all steps the largest component of $\bar x_k-x_k^G$ is $2\times10^{-77}$ and $5\times10^{-76}$ bohr$^{-5/2}$ in the two runs, and that of the Pulay minus multisecant $x_k$ is $1\times10^{-77}$ and $2\times10^{-74}$. With step factors cycling through $0.07$, $2.5$ and $-0.6$, $\bar x_k$ stays within $4\times10^{-61}$ and $3\times10^{-65}$ of $x_k^G$. Plain Broyden II agrees through $x_2$ and departs at $x_3$ by $2.8\times10^{-6}$ and $1.6\times10^{-4}$ bohr$^{-5/2}$. Equations (\ref{thmA}), (\ref{rec}) and (\ref{proj}) are tested in the same runs.

These relations show how the opening numbers fit together, taking the computed ratios as given. Equality in (\ref{one}) at $k=1$ makes $\|r_1\|/\|r_0\|$ the sine of the angle between $f_0$ and $APf_0$. For constant $P$ this is $7.16\times10^{-3}$, so $Af_0$ is parallel to $f_0$ within that angle, $Af_0\approx\kappa f_0$. Then $|1-0.3\kappa|\approx20.534$, and $\lambda>0$ requires $\kappa>0$, so $\kappa\approx71.78$. The initial residual is almost the top eigenvector in the Coulomb metric. One step amplifies it by $0.3\times71.784-1=20.535$, and the minimisation then removes it because $f_0$ and $f_1$ are almost antiparallel.

The bound (\ref{elman}) has $\lambda=0.4445$, $\sigma=0.8716$ for Kerker, giving $\sqrt{1-0.2601}=0.860$, and $\lambda=0.2784$, $\sigma=21.535$ for constant $P$, giving $0.999916$. Both $\lambda$ are positive, so neither run can stagnate. As rates the bounds are far from the largest observed ratios, $2.1771\times10^{-8}/2.0208\times10^{-7}=0.108$ and $8.2595\times10^{-5}/4.0611\times10^{-4}=0.203$. Unexpectedly, the unpreconditioned $\|r_k\|$ is below the Kerker one for $k\le7$ and only about twice as large at $k=10$. At the first step this restates that $f_0$ is more nearly parallel to $Af_0$ than to $APf_0$ with the Kerker $P$, which is a property of this start and is observed, not derived. The order at the later steps is likewise only observed, and the comparison should not be carried over to other starting densities.

\subsection{Nonlinear runs}

On the true map with Kerker, Pulay and multisecant iterates over seven steps differ by $3\times10^{-81}$ bohr$^{-5/2}$. The map is evaluated in double precision, so agreement at this level means that both codes handed it the same rounded inputs; the asserted tolerance is $10^{-10}$. For $x_0=x^*+s(\rho_+-x^*)$, $\|\bar x_2-x_2^G\|/\|x_0-x^*\|$ is $1.612\times10^{-5}$ at $s=2\times10^{-3}$ and $8.062\times10^{-6}$ at $s=10^{-3}$, a ratio of $2.000$, as first-order relative scaling requires.

From the full start $s=1$ the relative residuals for $k=0,\dots,6$ are $1.0$, $0.22$, $1.2\times10^{-2}$, $1.1\times10^{-3}$, $5.5\times10^{-4}$, $2.9\times10^{-4}$ and $1.8\times10^{-4}$. They stay within about $30\%$ of the linear Anderson column up to $k=3$ and then fall by about a factor of two or less per step, where the linear run reaches $8.0\times10^{-7}$ at $k=6$. Equation (\ref{quad}) shows why the linear rate need not carry over to the full map; the cause of this particular slowdown was not isolated. With $P=0.3\,I$ the loss is far larger: the first step multiplies the residual by $6.5$ instead of $20.5$, and at $k=10$ it is still $7.7\times10^{-2}$, against $9.5\times10^{-5}$ for Kerker. Independence of the step factor is a property of the linear problem and is no licence for an oversized step on the true map.

\section{Notes for implementation}

All equivalences above are statements in exact arithmetic. Arnoldi keeps an orthonormal basis, while the mixer works with the raw differences. At $k=10$ the matrix $W^{1/2}\Delta F$ with columns scaled to unit length has condition number $5.0\times10^7$ for Kerker and $3.0\times10^{9}$ for constant $P$. The Gram matrix of these columns has the square, $2.5\times10^{15}$ and $9\times10^{18}$, which uses up or exceeds the roughly sixteen digits of double precision. The error falls mainly on $\gamma$ along directions that $\Delta F$, and with it $\Delta X$, nearly annihilates, so $\bar x_k$ suffers less than these numbers suggest, although near convergence the resulting error in its residual can still exceed $\|r_k\|$. A QR or singular-value factorisation of $W^{1/2}\Delta F$ avoids squaring the condition number and so gives $\gamma$ more accurately than (\ref{gam}) or (\ref{border}) as written. A more accurate $\gamma$ does not by itself guarantee fewer steps. By (\ref{new}) the new direction is proportional to $\beta_jc_j$, so a small mixing factor or a near-stagnant step delivers it with a small amplitude against rounding and evaluation noise. The loss compounds: matching the highest power in $\psi_k=\sum_{i\ge1}\alpha_i(\psi_{i-1}+\beta p_{i-1})$ gives $\alpha_k=-c_k/(\beta c_{k-1})$ for $k\ge2$, and each lower power generically costs another factor $1/\beta$, so at fixed $k$ the largest coefficient scales as $\beta^{-k}$ when $\beta\to0$. The prefactor depends on the spectrum and can be very small: for $P=\beta I$ in the example, $\max_i|\alpha_i|$ at $k=8$ is about $2.5$ for $\beta=0.3$, $2\times10^{6}$ for $0.03$ and $10^{14}$ for $0.003$. Independence of $\beta$ does not survive once this growth uses up the working precision.

The matrix $G_k$ need not be formed, since (\ref{thmC}) uses only the stored columns. Keeping only the last few columns leaves (C) intact, because its proof never used the full history, but the search space then has fewer than $k$ dimensions, and (A) no longer holds in general. Discarding small singular values shrinks the search space in the same way, and changing $P$ by more than a scalar during a run changes the space $\mathcal K_k$ itself. A repeated averaged density $\bar x_k=\bar x_{k-1}$ with nonzero residual is the signature of (B); the input density repeats as well only when the step factor does. By (\ref{one}) such a repetition means $\langle\bar f,AP\bar f\rangle=0$. A restart from $\bar x$ with the same $P$ and $W$ stagnates at its first step for that reason, so the preconditioner, the metric or the restart point has to change. Not every change is enough: in the $4\times4$ case $P=\operatorname{diag}(1,2,3,4)$ still gives $\langle\bar f,AP\bar f\rangle=0$. In the $4\times4$ case a restart from the mixed iterate $x_2$ has $f=(\tfrac12,-\tfrac12,\tfrac12,0)$, $Af=(0,\tfrac12,0,\tfrac12)$ and $\langle f,Af\rangle=-\tfrac14\neq0$, so its first step lowers the norm, by (\ref{one}) from $\sqrt{3/4}=0.866$ to $\sqrt{3/4-1/8}=0.791$, which is still above the stagnated $0.707$. A new mixer can be validated on a fixed matrix $A$ against (\ref{thmA}): $\bar x_k$ must match an independent GMRES and must not change with $\beta_k$, in double precision for the first few steps and step factors of order one. How many steps depends on the solver: with $P=I$ in the example, the normal equations already miss $r_k$ by about $2\%$ at $k=5$, while a QR solve still matches it to better than $10^{-6}$ at $k=7$.

The program and its output are printed after this text.

\section*{Table of computed values}
\begin{verbatim}
random 6x6: |A x_7 - b| = 1.6e-73, |G_3 - KKT minimiser| = 1.0e-15
stagnation 4x4: GMRES |r_k|, k=0..4 = 1.000000 0.707107 0.707107 0.577350 0.000000
stagnation 4x4: Anderson |fbar| after 20 steps = 0.707107
inputs: rs = 3.0 bohr, L = 60.0 bohr, a = 0.5, T = 0.02 Ry, grid = 96
inputs: Kerker beta = 0.8, q0 = 0.9 1/bohr, constant beta = 0.3
plane waves = 41, Ecut = 4.3865 Ry, density harmonics = 40
n0 = 0.008842 1/bohr^3, kF = 0.63972 1/bohr, kTF = 0.90251 1/bohr
G1 = 0.10472 1/bohr, v(G1) = 2291.83 Ry bohr^3, 1+kTF^2/G1^2 = 75.275
mu = -0.08374 Ry, n_min = 0.004445, n_max = 0.013236 1/bohr^3
first harmonic: background 0.024215, SCF 0.024069 bohr^-5/2
A vs finite differences, max relative deviation = 5.2e-10
eigenvalues of A: min = 0.9284, max = 71.784, 2/max = 0.02786
frozen-xc (RPA) symmetrised minimum eigenvalue = 1.00000
Kerker B00 B01 B11 (Ry/bohr^2) = 2.510226e-01 5.664167e-02 1.308650e-02
Kerker alpha at k=1: -0.288778 1.288778
Kerker alpha at k=2: 0.086140 -0.421949 1.335809
Kerker: relative W-norms  k, GMRES r_k, Anderson f_k, plain Broyden f_k
   0 1.0000e+00 1.0000e+00 1.0000e+00
   1 4.5018e-02 2.2833e-01 2.2833e-01
   2 2.7887e-03 1.3225e-02 1.3225e-02
   3 2.1094e-04 8.7068e-04 3.3596e-03
   4 1.8712e-05 7.3532e-05 2.5534e-04
   5 1.8761e-06 7.2791e-06 7.7066e-05
   6 2.0208e-07 7.9925e-07 8.0111e-06
   7 2.1771e-08 9.1828e-08 2.8085e-06
   8 2.1436e-09 1.0257e-08 3.6130e-07
   9 1.7556e-10 1.0221e-09 1.4087e-07
  10 1.0993e-11 8.3551e-11 2.0000e-08
  lambda = 0.4445, sigma = 0.8716, bound = 0.860212, worst ratio = 0.1077
  max dev (bohr^-5/2): GMRES 2e-77, multisecant 1e-77, variable beta 4e-61
  plain Broyden dev at x_3 = 2.83e-06 bohr^-5/2, cond(dF scaled) = 5.00e+07
constant: relative W-norms  k, GMRES r_k, Anderson f_k, plain Broyden f_k
   0 1.0000e+00 1.0000e+00 1.0000e+00
   1 7.1644e-03 2.0534e+01 2.0534e+01
   2 4.0611e-04 3.2342e-02 3.2342e-02
   3 8.2595e-05 5.4612e-04 1.4653e-01
   4 1.2151e-05 4.8694e-05 8.0943e-04
   5 1.5672e-06 2.4262e-06 1.2199e-03
   6 1.7711e-07 5.2261e-07 7.2350e-06
   7 1.8649e-08 8.2742e-08 3.2629e-06
   8 3.3615e-09 1.1215e-08 9.9249e-08
   9 2.4191e-10 2.2442e-09 4.5659e-08
  10 2.4632e-11 1.5892e-10 8.0314e-09
  lambda = 0.2784, sigma = 21.5353, bound = 0.999916, worst ratio = 0.2034
  max dev (bohr^-5/2): GMRES 5e-76, multisecant 2e-74, variable beta 3e-65
  plain Broyden dev at x_3 = 1.64e-04 bohr^-5/2, cond(dF scaled) = 3.02e+09
nonlinear Kerker |f_k|/|f_0|: 1.0e+00 2.2e-01 1.2e-02 1.1e-03 5.5e-04 2.9e-04 1.8e-04
nonlinear Pulay vs multisecant, max dev = 3.1e-81 bohr^-5/2
nonlinear xbar_2 vs GMRES, relative: s=2e-3 1.612e-05, s=1e-3 8.062e-06, ratio 2.000
\end{verbatim}
